# The one-centre GGA energy in PAW and its density-matrix derivative, part 1

(Sections cited here and not found follow in the later parts.)

## 1. Definitions and conventions

Hartree atomic units are used. The origin is the nucleus of one atom, \(\mathbf r=r\hat{\mathbf r}\), and the augmentation sphere has radius \(r_c\). A prime is a derivative with respect to \(r\), and \(d\Omega\) is the element of solid angle.

The harmonics \(Y_L(\hat{\mathbf r})\), \(L=(l,m)\), are real and orthonormal, \(\int Y_LY_{L'}\,d\Omega=\delta_{LL'}\). The solid harmonics \(S_L(\mathbf r)=r^lY_L(\hat{\mathbf r})\) are homogeneous polynomials of degree \(l\) in \(x,y,z\) with \(\nabla^2S_L=0\). In particular \(Y_0=1/\sqrt{4\pi}\), and the three \(l=1\) functions are \(S_x,S_y,S_z=\sqrt{3/4\pi}\,(x,y,z)\).

The all-electron (AE) partial waves and their smooth (PS) partners are real functions,
\[
\phi_i(\mathbf r)=R_i(r)Y_{L_i}(\hat{\mathbf r}),\qquad \tilde\phi_i(\mathbf r)=\tilde R_i(r)Y_{L_i}(\hat{\mathbf r}),
\]
with \(R_i=O(r^{l_i})\) at the origin. The functions \(R_i\) are the radial functions themselves and not \(rR_i\). The core densities \(n_c(r)\) and \(\tilde n_c(r)\) are spherical and frozen, which means that they do not depend on the valence states. With projectors \(\tilde p_i\), smooth states \(\tilde\psi_k\) and occupations \(f_k\), the atomic density matrix is
\[
\rho_{ij}=\sum_k f_k\langle\tilde\psi_k|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_k\rangle ,\tag{1}
\]
and the one-centre densities are
\[
n(\mathbf r)=\sum_{ij}\rho_{ij}\phi_i\phi_j+n_c,\qquad \tilde n(\mathbf r)=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j+\tilde n_c .\tag{2}
\]
No compensation charge enters the exchange-correlation functional in this convention; the change needed when it does is given in section 5.

The matrix \(\rho\) is Hermitian, so its real part is symmetric and its imaginary part antisymmetric. The product \(\phi_i\phi_j\) is symmetric in \(i,j\), and an antisymmetric matrix summed against a symmetric one gives zero. Only \(\mathrm{Re}\,\rho_{ij}\) reaches the density, and \(\rho\) is taken as real from here on.

A spin-unpolarised GGA is specified by an energy per unit volume \(f(n,\sigma)\) with \(\sigma=|\nabla n|^2\). If a routine returns the energy per particle \(\varepsilon\), then \(f=n\varepsilon\). Subscripts denote partial derivatives, \(f_n=\partial f/\partial n\), \(f_\sigma=\partial f/\partial\sigma\), and so on. It is assumed that \(n>0\) throughout the sphere and that \(f\) is differentiable at the arguments that occur. The one-centre energy of either set and the PAW correction are
\[
E=\int_{r<r_c}f(n,\sigma)\,d^3r,\qquad \Delta E_{xc}=E[\phi,n_c]-E[\tilde\phi,\tilde n_c].\tag{3}
\]
The quantity wanted is \(H_{ij}=\partial E/\partial\rho_{ij}\) for each set and \(\Delta H_{ij}=H_{ij}-\tilde H_{ij}\). Its role follows from (1): \(\Delta E_{xc}\) depends on \(\langle\tilde\psi_k|\) only through \(\rho\), and \(\partial\rho_{ij}/\partial\langle\tilde\psi_k|=f_k|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_k\rangle\), so the chain rule adds the operator \(\sum_{ij}|\tilde p_i\rangle\Delta H_{ij}\langle\tilde p_j|\) to the PAW Hamiltonian.

In \(H_{ij}\) the elements \(\rho_{ij}\) and \(\rho_{ji}\) are treated as independent variables, so that \(\delta E=\sum_{ij}H_{ij}\delta\rho_{ij}\) with both indices unrestricted. Two other conventions differ by a factor. If \(\rho_{ij}=\rho_{ji}\) is varied as one variable, the derivative is \(H_{ij}+H_{ji}=2H_{ij}\) for \(i\neq j\). If the upper triangle is stored as the sum \(\rho_{ij}+\rho_{ji}\), the derivative with respect to the stored number is \(H_{ij}\).

Every formula below is written for the AE set and holds for the PS set with tildes added.

## 2. Expansion of the density

The product of two harmonics has a finite expansion. To see this, let \(\mathcal P_k\) be the homogeneous polynomials of degree \(k\), with the scalar product \(\langle p,q\rangle=p(\partial_x,\partial_y,\partial_z)\,q\). For monomials of equal degree, \(\partial_x^a\partial_y^b\partial_z^c\) applied to \(x^{a'}y^{b'}z^{c'}\) gives \(a!\,b!\,c!\) if the exponents coincide and zero otherwise, so the product is symmetric and positive definite. Multiplication of \(p\) by \(r^2\) multiplies the operator by \(\nabla^2\), so for \(p\in\mathcal P_{k-2}\) and \(h\in\mathcal P_k\) one has \(\langle r^2p,h\rangle=\langle p,\nabla^2h\rangle\). Hence \(h\) is orthogonal to all of \(r^2\mathcal P_{k-2}\) exactly when \(\nabla^2h=0\), and \(\mathcal P_k\) is the direct sum of the harmonic polynomials of degree \(k\) and \(r^2\mathcal P_{k-2}\). The harmonic part has dimension \(\tfrac12(k+1)(k+2)-\tfrac12(k-1)k=2k+1\), so it is spanned by the \(S_{km}\). Repeating the step on \(\mathcal P_{k-2}\) writes any element of \(\mathcal P_k\) as a combination of \(r^{k-l}S_{lm}\) with \(l=k,k-2,\dots\). The product \(S_{L_i}S_{L_j}\) lies in \(\mathcal P_{l_i+l_j}\), and on the unit sphere this gives
\[
Y_{L_i}Y_{L_j}=\sum_LG^L_{ij}Y_L,\qquad G^L_{ij}=\int Y_LY_{L_i}Y_{L_j}\,d\Omega ,\tag{4}
\]
where the second equation follows from multiplying by \(Y_L\) and using orthonormality. The sum runs over \(l\le l_i+l_j\) with \(l+l_i+l_j\) even, and \(G^L_{ij}=G^L_{ji}\). Equation (4) is an identity at every direction. The Gaunt coefficients must therefore be computed exactly, analytically or with a rule that integrates polynomials of degree \(4l_{\max}\), where \(l_{\max}\) is the largest \(l_i\), whatever rule is later used for \(f\).

Define \(P_{ij}(r)=R_i(r)R_j(r)\). Inserting (4) in (2) and writing \(n_c=\sqrt{4\pi}\,n_c\,Y_0\),
\[
n(\mathbf r)=\sum_Ln_L(r)Y_L(\hat{\mathbf r}),\qquad n_L=\sum_{ij}\rho_{ij}G^L_{ij}P_{ij}+\sqrt{4\pi}\,\delta_{L0}\,n_c ,\tag{5}
\]
with \(l\le2l_{\max}\). The radial derivative is
\[
n_L'=\sum_{ij}\rho_{ij}G^L_{ij}P_{ij}'+\sqrt{4\pi}\,\delta_{L0}\,n_c',\qquad P_{ij}'=R_i'R_j+R_iR_j' .\tag{6}
\]
Both are linear in \(\rho\), and the frozen core does not depend on it, so
\[
\frac{\partial n_L}{\partial\rho_{ij}}=G^L_{ij}P_{ij},\qquad\frac{\partial n_L'}{\partial\rho_{ij}}=G^L_{ij}P_{ij}' .\tag{7}
\]
The tables \(P_{ij}\) and \(P'_{ij}\) are properties of the dataset and are prepared once.

## 3. Radial and angular parts of the gradient

Regard \(Y_L\) as a function of \(\mathbf r\) through \(\hat{\mathbf r}\), that is \(Y_L=r^{-l}S_L\), and define its angular gradient as \(\nabla_\Omega Y_L=r\nabla Y_L\). With \(\nabla r=\hat{\mathbf r}\) the product rule gives
\[
\nabla Y_L=r^{-l}\nabla S_L-l\,r^{-l-1}\hat{\mathbf r}\,S_L,\qquad r\nabla Y_L=r^{1-l}\nabla S_L-l\,\hat{\mathbf r}\,Y_L .
\]
The components of \(\nabla S_L\) are homogeneous of degree \(l-1\), so \(r^{1-l}\nabla S_L(\mathbf r)=\nabla S_L(\hat{\mathbf r})\), the value on the unit sphere. Therefore
\[
\nabla_\Omega Y_L(\hat{\mathbf r})=(\nabla S_L)(\hat{\mathbf r})-l\,\hat{\mathbf r}\,Y_L(\hat{\mathbf r})\tag{8}
\]
depends on the direction only. It is tangent to the sphere. Differentiating \(S_L(\lambda\mathbf r)=\lambda^lS_L(\mathbf r)\) with respect to \(\lambda\) at \(\lambda=1\) gives Euler's relation \(\mathbf r\cdot\nabla S_L=lS_L\), and on the unit sphere \(\hat{\mathbf r}\cdot\nabla_\Omega Y_L=lY_L-lY_L=0\). In polar coordinates the same vector is \(\hat{\boldsymbol\theta}\,\partial_\theta Y_L+\hat{\boldsymbol\varphi}\,(\sin\theta)^{-1}\partial_\varphi Y_L\). The form (8) has three Cartesian components that are polynomials in \(\hat{\mathbf r}\), so nodes on the polar axis need no special treatment. For \(l=0\) it vanishes, and for \(l=1\) it is \(\sqrt{3/4\pi}\,(\mathbf e_m-\hat{\mathbf r}\,\hat r_m)\), the tangential projection of a Cartesian unit vector.

A table of (8) can be checked with a sum rule. Green's first identity in the unit ball with \(\nabla^2S_L=0\) and \(\partial_rS_L=lY_L\) at \(r=1\) gives
\[
\int_{r<1}\nabla S_L\cdot\nabla S_{L'}\,d^3r=\int S_{L'}\,\partial_rS_L\,d\Omega=l\,\delta_{LL'} .
\]
On the left, (8) and homogeneity give \(\nabla S_L=r^{l-1}(l\hat{\mathbf r}Y_L+\nabla_\Omega Y_L)\). The cross terms between radial and tangent vectors vanish, and the radial integral is \(\int_0^1r^{l+l'}dr=1/(l+l'+1)\). With \(I_{LL'}=\int\nabla_\Omega Y_L\cdot\nabla_\Omega Y_{L'}d\Omega\) the left side is \((ll'\delta_{LL'}+I_{LL'})/(l+l'+1)\). Solving,
\[
I_{LL'}=\big[l(2l+1)-l^2\big]\delta_{LL'}=l(l+1)\,\delta_{LL'} .\tag{9}
\]

The gradient of one term of (5) is \(\nabla(n_LY_L)=\hat{\mathbf r}\,n_L'Y_L+n_L\,r^{-1}\nabla_\Omega Y_L\). Summing,
\[
\nabla n=\hat{\mathbf r}\,\partial_rn+\frac1r\nabla_\Omega n,\qquad\partial_rn=\sum_Ln_L'Y_L,\qquad\nabla_\Omega n=\sum_Ln_L\nabla_\Omega Y_L .\tag{10}
\]
The two parts are orthogonal, so the cross term in the square vanishes:
\[
\sigma=(\partial_rn)^2+\frac1{r^2}|\nabla_\Omega n|^2 .\tag{11}
\]
The radial part involves the slopes \(n_L'\) and the harmonics; the angular part involves the values \(n_L\) with \(l\ge1\) and the table (8). The core enters only \(n\) and \(\partial_rn\). Near the origin \(n_L=O(r)\) for every \(l\ge1\), because \(G^L_{ij}\neq0\) with \(l\geq1\) requires \(l_i+l_j\ge1\), so \(r^{-1}\nabla_\Omega n\) stays bounded.

## 4. The discretised energy

Take radial nodes \(r_g>0\) with weights \(W_g\) that include the factor \(r^2\), and angular nodes \(\hat{\mathbf r}_a\) with weights \(w_a\) that sum to \(4\pi\). The energy that a code evaluates is
\[
E=\sum_gW_g\sum_aw_a\,f(n_{ga},\sigma_{ga}),\tag{12}
\]
with \(n_{ga}\) from (5) and \(\sigma_{ga}\) from (10) and (11) at \((r_g,\hat{\mathbf r}_a)\). The density is a polynomial of degree \(2l_{\max}\) in \(\hat{\mathbf r}\), but \(f\) contains fractional powers and logarithms of it, so for a non-spherical \(n\) the harmonic expansion of \(f(n,\sigma)\) does not in general terminate, and a finite rule integrates it only approximately. As a consequence (12) is invariant under a rotation of \(\rho\) relative to the nodes only to the accuracy of the rule.

The examples use the product rule with \(n_\theta\) Gauss–Legendre nodes in \(\cos\theta\) and \(2n_\theta\) equally spaced angles \(\varphi\). It integrates polynomials in \(\hat{\mathbf r}\) up to degree \(2n_\theta-1\) exactly: the equally spaced sum removes every \(e^{im\varphi}\) with \(0<|m|<2n_\theta\), and the \(m=0\) part that remains is a polynomial in \(\cos\theta\) of degree at most \(2n_\theta-1\), for which the Gauss rule is exact. Nothing in the derivation depends on this choice.

## 5. The derivative

Vary \(\rho\) with nodes and weights fixed. At each node \(\delta f=f_n\,\delta n+f_\sigma\,\delta\sigma\), and from (11)
\[
\delta\sigma=2\,\partial_rn\;\delta(\partial_rn)+\frac2{r^2}\nabla_\Omega n\cdot\delta(\nabla_\Omega n).
\]
The three variations follow from (5) and (10), in which the angular tables are constants:
\[
\delta n=\sum_L\delta n_LY_L,\qquad\delta(\partial_rn)=\sum_L\delta n_L'Y_L,\qquad\delta(\nabla_\Omega n)=\sum_L\delta n_L\nabla_\Omega Y_L .
\]
Inserting them,
\[
\delta f=\sum_L\Big\{\Big[f_nY_L+\frac{2f_\sigma}{r^2}\nabla_\Omega n\cdot\nabla_\Omega Y_L\Big]\delta n_L+\big[2f_\sigma\,\partial_rn\,Y_L\big]\delta n_L'\Big\}.
\]
The factors \(\delta n_L\) and \(\delta n_L'\) do not depend on the direction and come out of the angular sum. Define
\[
A_L(r)=\sum_aw_a\Big[f_nY_L+\frac{2f_\sigma}{r^2}\nabla_\Omega n\cdot\nabla_\Omega Y_L\Big]_{a},\qquad B_L(r)=\sum_aw_a\big[2f_\sigma\,\partial_rn\,Y_L\big]_a .\tag{13}
\]
Then \(\delta E=\sum_gW_g\sum_L[A_L\delta n_L+B_L\delta n_L']_{r_g}\), which says that \(W_gA_L(r_g)\) and \(W_gB_L(r_g)\) are the partial derivatives of \(E\) with respect to the tabulated numbers \(n_L(r_g)\) and \(n_L'(r_g)\). With (7),
\[
H_{ij}=\frac{\partial E}{\partial\rho_{ij}}=\sum_LG^L_{ij}\sum_gW_g\Big[A_L(r_g)P_{ij}(r_g)+B_L(r_g)P_{ij}'(r_g)\Big].\tag{14}
\]
For exact radial integration \(\sum_gW_g\) becomes \(\int_0^{r_c}r^2dr\). The function \(A_L\) has the unit Ha and \(B_L\) the unit Ha bohr.

It is convenient to name the vector \(\mathbf F=2f_\sigma\nabla n=\partial f/\partial(\nabla n)\), with radial component \(F_r=2f_\sigma\partial_rn\) and tangential part \(\mathbf F_t=2f_\sigma r^{-1}\nabla_\Omega n\). Then (13) reads
\[
A_L=\sum_aw_a\Big[f_nY_L+\frac1r\mathbf F_t\cdot\nabla_\Omega Y_L\Big],\qquad B_L=\sum_aw_aF_rY_L ,\tag{15}
\]
and (14) is the quadrature of \(f_n\,\phi_i\phi_j+\mathbf F\cdot\nabla(\phi_i\phi_j)\). One power of \(1/r\) in (13) belongs to \(\nabla n\) and the other to \(\nabla(\phi_i\phi_j)\). The three terms of \(H_{ij}\) will be called local (\(f_n\)), angular (\(\mathbf F_t\)) and radial (\(B_L\)). The local term is not an LDA matrix element, since \(f_n\) is evaluated at finite \(\sigma\).

The following properties are read off from the derivation.

Only \(n\), \(\partial_rn\), \(\nabla_\Omega n\), \(f_n\) and \(f_\sigma\) appear. There is no second derivative of the density and none of \(f\), because no integration by parts was made: the derivative that acts on the variation stays on \(P_{ij}\) and \(Y_L\), which are known tables.

No property of the nodes or weights was used. Equation (14) is the exact derivative of the finite sum (12) for any rule, however coarse. A coarse rule makes \(E\) a poorer approximation to (3), but the Hamiltonian remains the gradient of the energy that the code reports, which is what a self-consistent minimisation and Hellmann–Feynman forces require.

\(H_{ij}=H_{ji}\), because \(G\), \(P\) and \(P'\) are symmetric. Only \(l\le2l_{\max}\) is needed, because \(G^L_{ij}\) vanishes beyond, although the projections (13) are nonzero for higher \(l\).

For an \(s\)–\(s\) element only \(L=0\) contributes and \(\nabla_\Omega Y_0=0\), so the angular term is exactly zero. For a spherical density \(\nabla_\Omega n=0\) and \(f_n\), \(F_r\) are independent of direction; a rule that is exact to degree \(2l_{\max}\) then gives \(A_L=\sqrt{4\pi}f_n\delta_{L0}\) and \(B_L=\sqrt{4\pi}F_r\delta_{L0}\), and with \(G^0_{ij}=\delta_{L_iL_j}/\sqrt{4\pi}\),
\[
H_{ij}=\delta_{L_iL_j}\int_0^{r_c}r^2\big[f_nP_{ij}+2f_\sigma n'P'_{ij}\big]dr .
\]
For \(f_\sigma=0\) (LDA) equation (14) reduces to \(\sum_LG^L_{ij}\int r^2v_LP_{ij}\,dr\) with \(v_L\) the projection of \(f_n\).

Using \(\sigma\) and not \(|\nabla n|\) as the variable avoids a division by \(|\nabla n|\) at stationary points of the density, provided \(f_\sigma\) is finite at \(\sigma=0\). For unpolarised PBE it is finite and in fact zero. To first order in \(\sigma\) the exchange part is \(n\varepsilon_x(1+\mu s^2)\) with \(\varepsilon_x=-3k_F/4\pi\), \(k_F=(3\pi^2n)^{1/3}\), \(s^2=\sigma/4k_F^2n^2\), which gives \(f_{x,\sigma}=-3\mu/(16\pi k_Fn)\). The gradient part of the correlation is \(n\beta t^2\) with \(t^2=\sigma/4k_s^2n^2\) and \(k_s^2=4k_F/\pi\), which gives \(f_{c,\sigma}=\beta\pi/(16k_Fn)\). The sum is \((\beta\pi^2-3\mu)/(16\pi k_Fn)\), and PBE sets \(\mu=\beta\pi^2/3\). An implementation checked with PBE on a slowly varying unpolarised density therefore hardly exercises the angular and radial terms; the cancellation is lifted as \(s\) or \(t\), related by \(t^2=\pi k_Fs^2/4\), grows, and neither has to reach one. Relative to the exchange value \(-3\mu/(16\pi k_Fn)\), the full \(f_\sigma\) is 2% at \(n=0.1\) bohr\(^{-3}\), \(s=0.1\) (\(t=0.11\)), 14% at \(n=0.1\), \(s=0.3\) (\(t=0.32\)), and 19% at \(n=100\), \(s=0.1\) (\(t=0.34\)).

If a compensation charge \(\hat n=\sum_{ij,L}\rho_{ij}q^L_{ij}\,g_l(r)Y_L\) is added to the smooth density inside the functional, \(\tilde n_L\) remains linear in \(\rho\). Then \(G^L_{ij}\tilde P_{ij}\) is replaced by \(G^L_{ij}\tilde P_{ij}+q^L_{ij}g_l\) in (5), (7) and (14), and \(G^L_{ij}\tilde P'_{ij}\) by its radial derivative. This variant is not among the cases the program tests.

The result fails or needs amendment in these cases. Where \(n\le0\) at a node, \(f\) is undefined; for the densities (2) a positive semidefinite \(\rho\) and a positive core exclude this, since \(\sum\rho_{ij}\phi_i\phi_j\ge0\). A compensation charge inside the functional can be negative, and the guarantee is then lost. A truncation of (5) below \(l=2l_{\max}\) leaves (14) the exact derivative of the truncated energy if the same \(L\) are dropped in both, but the truncated density can then become negative, unless only \(l=0\) is kept, which gives the spherical average. A density threshold below which \(f\) is set to zero makes \(E\) non-differentiable when a node crosses it. A relaxed core adds the derivative of \(n_c\). Functionals of the kinetic-energy density or of \(\nabla^2n\) have further variables and are not covered.

This part has derived \(H_{ij}\), equation (14), as the exact derivative of the discretised one-centre energy (12) for any nodes and weights, with no second derivatives of the density or of \(f\). Collinear spin, the relation to a local potential, the treatment of discrete radial derivatives and the worked examples remain.
